# The Fourier transform of Gaussian pair densities through Hermite coefficients, part 2

The problem is the Fourier transform of a product of two Gaussian basis functions, here carried over to lattices and worked examples. Lengths are in bohr, wave vectors in bohr$^{-1}$, and

$$\tilde f(\mathbf G)=\int f(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r ,$$

with $\mathbf G$ real. The real, unnormalized primitives are

$$\chi_a(\mathbf r)=x_A^{\,i}\,y_A^{\,k}\,z_A^{\,m}\,e^{-a r_A^2},\qquad \chi_b(\mathbf r)=x_B^{\,j}\,y_B^{\,l}\,z_B^{\,n}\,e^{-b r_B^2},$$

with $a,b>0$, centres $\mathbf A,\mathbf B$, $x_A=x-A_x$ and $r_A^2=x_A^2+y_A^2+z_A^2$. Also

$$p=a+b,\qquad \mu=\frac{ab}{p},\qquad \mathbf P=\frac{a\mathbf A+b\mathbf B}{p}.$$

Along $x$, $X_{AB}=A_x-B_x$, $X_{PA}=P_x-A_x$, $X_{PB}=P_x-B_x$ and $x_P=x-P$; $Y_{PB}$, $K_y$, $K_z$ are the analogues on the other axes. In one-dimensional formulas $A,B,P,G$ are $x$ components. The letter $i$ is the imaginary unit in $-iG$ and in exponents of $e$, but an integer as a power of $x_A$, a label on $E$ or a factor of $X_{PA}$.

The pair transform is

$$\widetilde{\chi_a\chi_b}(\mathbf G)=\left(\frac{\pi}{p}\right)^{3/2}e^{-G^2/4p}\,e^{-i\mathbf G\cdot\mathbf P}\sum_{t=0}^{i+j}\sum_{u=0}^{k+l}\sum_{v=0}^{m+n}E_t^{ij}E_u^{kl}E_v^{mn}\,(-iG_x)^t(-iG_y)^u(-iG_z)^v. \tag{1}$$

The $x$ factor of the pair density is

$$\omega_{ij}(x)=K_x\,(x_P+X_{PA})^i(x_P+X_{PB})^j\,e^{-p x_P^2},\qquad K_x=e^{-\mu X_{AB}^2}. \tag{3}$$

The Hermite Gaussians $\Lambda_t=\partial_P^{\,t}e^{-px_P^2}=p^{t/2}H_t(y)\,e^{-y^2}$, with $y=\sqrt p\,x_P$ and $H_t$ the Hermite polynomials, satisfy

$$x_P\Lambda_t=\frac{1}{2p}\Lambda_{t+1}+t\,\Lambda_{t-1}. \tag{4}$$

$$\omega_{ij}(x)=\sum_{t=0}^{i+j}E_t^{ij}\,\Lambda_t(x), \tag{5}$$

$$E_t^{ij}=\frac{\int\omega_{ij}(x)\,H_t(\sqrt p\,x_P)\,dx}{p^{t/2}\,2^t\,t!\,\sqrt{\pi/p}} . \tag{6}$$

From $E_0^{00}=K_x$, with $E_t^{ij}=0$ for $t<0$ and $t>i+j$, the coefficients follow by

$$E_t^{i+1,j}=\frac{1}{2p}E_{t-1}^{ij}+X_{PA}E_t^{ij}+(t+1)E_{t+1}^{ij},$$
$$E_t^{i,j+1}=\frac{1}{2p}E_{t-1}^{ij}+X_{PB}E_t^{ij}+(t+1)E_{t+1}^{ij}, \tag{7}$$

$$E_{i+j}^{ij}=\frac{K_x}{(2p)^{i+j}},\qquad \frac{E_{i+j-1}^{ij}}{E_{i+j}^{ij}}=2p\,(iX_{PA}+jX_{PB}). \tag{8}$$

The one-dimensional transforms are

$$\tilde\Lambda_t(G)=\partial_P^{\,t}\,\tilde\Lambda_0(G)=\sqrt{\frac{\pi}{p}}\;(-iG)^t\,e^{-G^2/4p}\,e^{-iGP}. \tag{10}$$

$$\tilde\omega_{ij}(G)=\sqrt{\frac{\pi}{p}}\;e^{-G^2/4p}\,e^{-iGP}\sum_{t=0}^{i+j}E_t^{ij}(-iG)^t. \tag{11}$$

The overlap is (1) at $\mathbf G=0$, the first moment is $\int x\,\omega_{ij}\,dx=\sqrt{\pi/p}\,(E_1^{ij}+PE_0^{ij})$, and real functions obey $\tilde f(-G)=\tilde f(G)^*$. The listed one-dimensional check compares (11) with its $t=i+j$ term for $i=2$, $j=1$, $a=0.8$, $b=1.2$ bohr$^{-2}$, $A=0$, $B=1$ bohr.

## Bloch sums

Let the lattice vectors be $\mathbf T$, the cell volume $V$, and the reciprocal vectors $\mathbf G$ defined by $e^{i\mathbf G\cdot\mathbf T}=1$ for all $\mathbf T$. The Bloch sums are taken without normalization,

$$\phi_{a\mathbf k}(\mathbf r)=\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\chi_a(\mathbf r-\mathbf T).$$

Relabelling $\mathbf T\to\mathbf T+\mathbf T'$ gives $\phi_{a\mathbf k}(\mathbf r+\mathbf T')=e^{i\mathbf k\cdot\mathbf T'}\phi_{a\mathbf k}(\mathbf r)$. The product $\phi^*_{a\mathbf k}\phi_{b\mathbf k'}$ therefore gains the phase $e^{i\mathbf q\cdot\mathbf T'}$ with $\mathbf q=\mathbf k'-\mathbf k$. Multiplied by $e^{-i\mathbf Q\cdot\mathbf r}$, it gains $e^{i(\mathbf q-\mathbf Q)\cdot\mathbf T'}$, which is $1$ for all $\mathbf T'$ exactly when $\mathbf Q=\mathbf G+\mathbf q$. For such $\mathbf Q$ the integrand of

$$\rho_{ab}^{\mathbf k\mathbf k'}(\mathbf Q)=\int_{\rm cell}\phi^*_{a\mathbf k}\,\phi_{b\mathbf k'}\,e^{-i\mathbf Q\cdot\mathbf r}\,d^3r$$

is periodic and the integral does not depend on where the cell is placed. For any other $\mathbf Q$ a translation of the cell by some lattice vector multiplies the integral by a phase different from $1$, and the reduction below does not hold.

Insert both sums, with $\chi_a$ real:

$$\rho_{ab}^{\mathbf k\mathbf k'}(\mathbf Q)=\sum_{\mathbf T_1,\mathbf T_2}e^{-i\mathbf k\cdot\mathbf T_1+i\mathbf k'\cdot\mathbf T_2}\int_{\rm cell}\chi_a(\mathbf r-\mathbf T_1)\chi_b(\mathbf r-\mathbf T_2)\,e^{-i\mathbf Q\cdot\mathbf r}d^3r .$$

Put $\mathbf T_2=\mathbf T_1+\mathbf T$ and $\mathbf r=\mathbf s+\mathbf T_1$. The functions become $\chi_a(\mathbf s)\chi_b(\mathbf s-\mathbf T)$, and $\mathbf s$ runs over the cell displaced by $-\mathbf T_1$. The phases that do not depend on $\mathbf s$ collect to

$$e^{-i\mathbf k\cdot\mathbf T_1}\,e^{i\mathbf k'\cdot\mathbf T_1}\,e^{i\mathbf k'\cdot\mathbf T}\,e^{-i\mathbf Q\cdot\mathbf T_1}=e^{i\mathbf k'\cdot\mathbf T}\,e^{i(\mathbf q-\mathbf Q)\cdot\mathbf T_1}=e^{i\mathbf k'\cdot\mathbf T}\,e^{-i\mathbf G\cdot\mathbf T_1}=e^{i\mathbf k'\cdot\mathbf T}.$$

Now $\mathbf T_1$ appears only in the domain of integration, and the displaced cells fill all space once. The result is

$$\rho_{ab}^{\mathbf k\mathbf k'}(\mathbf Q)=\sum_{\mathbf T}e^{i\mathbf k'\cdot\mathbf T}\;\widetilde{\left[\chi_a(\mathbf s)\chi_b(\mathbf s-\mathbf T)\right]}(\mathbf Q). \tag{12}$$

The lattice phase carries $\mathbf k'$, the wave vector of the function that is translated. Each term is (1) evaluated at $\mathbf Q$ with $\mathbf B$ replaced by $\mathbf B+\mathbf T$. The exponent $p$ and the envelope $e^{-Q^2/4p}$ are the same for all $\mathbf T$. The centre moves to $\mathbf P+(b/p)\mathbf T$, which is in general not a lattice translate of $\mathbf P$, so the phase $e^{-i\mathbf Q\cdot\mathbf P}$ changes from term to term. The coefficients must be rebuilt for each $\mathbf T$.

The rearrangement of sums and integrals is allowed because everything converges absolutely. By (3), $\int|\chi_a(\mathbf s)\chi_b(\mathbf s-\mathbf T)|\,d^3s$ is at most a polynomial in $|\mathbf A-\mathbf B-\mathbf T|$ times $e^{-\mu|\mathbf A-\mathbf B-\mathbf T|^2}$, since the shifts $X_{PA}$, $X_{PB}$ are proportional to the separation, and the lattice sum of such terms is finite. The same factor governs how many images are needed. Since $\mu=ab/(a+b)$ is smaller than the smaller of $a$ and $b$, one diffuse exponent is enough to make the sum long-ranged.

The function $\phi^*_{a\mathbf k}\phi_{b\mathbf k'}e^{-i\mathbf q\cdot\mathbf r}$ is periodic and smooth, so it equals its Fourier series, whose coefficients are $V^{-1}$ times cell integrals against $e^{-i\mathbf G\cdot\mathbf r}$:

$$\phi^*_{a\mathbf k}(\mathbf r)\,\phi_{b\mathbf k'}(\mathbf r)=\frac1V\sum_{\mathbf G}\rho_{ab}^{\mathbf k\mathbf k'}(\mathbf G+\mathbf q)\,e^{i(\mathbf G+\mathbf q)\cdot\mathbf r}. \tag{13}$$

The error from cutting (13) at $|\mathbf Q|=G_c$ is bounded by the sum of the moduli of the omitted terms. With $L$ the total power of the pair, (1) and the convergent lattice sum give $|\rho|\le C\,Q^Le^{-Q^2/4p}$ at large $Q$. Replacing $V^{-1}\sum_{\mathbf G}$ by $(2\pi)^{-3}\int 4\pi Q^2dQ$, which is an estimate valid when the envelope varies little between neighbouring reciprocal vectors, one needs $\int_{G_c}^\infty Q^{L+2}e^{-Q^2/4p}dQ$. Writing $Qe^{-Q^2/4p}=-2p\,\frac{d}{dQ}e^{-Q^2/4p}$ and integrating by parts gives $2p\,G_c^{L+1}e^{-G_c^2/4p}$ at leading order in $p/G_c^2$. The estimated bound thus falls as $e^{-G_c^2/4p}$ times a power of $G_c$, and the cutoff needed for a fixed accuracy scales roughly as $\sqrt p$. Pairs of two tight functions need many plane waves and few images, and pairs of two diffuse functions need few plane waves and many images. A tight function paired with a diffuse one has large $p$ and small $\mu$, so it needs many of both.

## Worked example: a $p_x$–$d_{xy}$ pair

Take round model parameters: $\chi_a=x_A\,e^{-ar_A^2}$ with $a=0.8$ at $\mathbf A=(0,0,0)$, and $\chi_b=x_By_B\,e^{-br_B^2}$ with $b=1.2$ at $\mathbf B=(1,\,0.5,\,-0.5)$. Then $p=2$, $\mu=0.96/2=0.48$ bohr$^{-2}$, $1/2p=0.25$ bohr$^2$, and

$$\mathbf P=0.6\,\mathbf B=(0.6,\,0.3,\,-0.3),\quad \mathbf P-\mathbf A=(0.6,\,0.3,\,-0.3),\quad \mathbf P-\mathbf B=(-0.4,\,-0.2,\,0.2).$$

The wave vector is $\mathbf G=(1,\,0.5,\,1.5)$ bohr$^{-1}$, which is $(1.890,\,0.945,\,2.835)$ Å$^{-1}$.

Along $x$ the powers are $1$ and $1$, and $K_x=e^{-0.48}=0.61878339$. The first step of (7), with $X_{PA}=0.6$, gives $E_0^{10}=0.6K_x$ and $E_1^{10}=0.25K_x$. The second step, with $X_{PB}=-0.4$, gives

$$E_0^{11}=(-0.4\cdot0.6+0.25)K_x=0.01K_x=0.00618783,$$
$$E_1^{11}=(0.25\cdot0.6-0.4\cdot0.25)K_x=0.05K_x=0.03093917,$$
$$E_2^{11}=0.25\cdot0.25\,K_x=0.0625K_x=0.03867396 .$$

The smallness of $E_0^{11}$ comes from the near cancellation of $X_{PA}X_{PB}=-0.24$ against $1/2p=0.25$. At $G_x=1$ the powers of $-iG_x$ are $1,\,-i,\,-1$, so the polynomial is

$$E_0-E_2-iE_1=K_x(-0.0525-0.05i)=-0.03248613-0.03093917\,i .$$

Along $y$ the powers are $0$ and $1$, and $K_y=e^{-0.48\cdot0.25}=0.88692044$. One step with $Y_{PB}=-0.2$ gives $E_0^{01}=-0.2K_y=-0.17738409$ and $E_1^{01}=0.25K_y=0.22173011$. At $G_y=0.5$ the polynomial is $K_y(-0.2-0.125i)=-0.17738409-0.11086505\,i$. Along $z$ both powers are zero and the polynomial is $K_z=0.88692044$.

The rational parts multiply to

$$(-0.0525-0.05i)(-0.2-0.125i)=(0.0105-0.00625)+(0.0065625+0.01)\,i=0.00425+0.0165625\,i,$$

and multiplication by $K_xK_yK_z$ gives $0.00206870+0.00806183\,i$ bohr$^3$. The remaining factors are $(\pi/2)^{3/2}=1.96870124$ bohr$^3$; $G^2=1+0.25+2.25=3.5$, so $e^{-3.5/8}=0.64564853$; and $\mathbf G\cdot\mathbf P=0.6+0.15-0.45=0.3$, so $e^{-0.3i}=0.95533649-0.29552021\,i$. Applying the phase,

$$\text{real part: } 0.00206870\cdot0.955336+0.00806183\cdot0.295520=0.0043587,$$
$$\text{imaginary part: } 0.00806183\cdot0.955336-0.00206870\cdot0.295520=0.0070904,$$

and multiplying by $1.96870124\cdot0.64564853$ gives

$$\widetilde{\chi_a\chi_b}(\mathbf G)=0.00554034+0.00901256\,i\ \text{bohr}^6 .$$

Direct summation of $\chi_a\chi_be^{-i\mathbf G\cdot\mathbf r}$ on a uniform three-dimensional grid gives the same digits. The overlap is $1.96870124\cdot0.00618783\cdot(-0.17738409)\cdot0.88692044=-0.00191654$ bohr$^6$. The transform at this $\mathbf G$ is larger in modulus than at $\mathbf G=0$. The bound $|\tilde f(\mathbf G)|\le\tilde f(0)$ is guaranteed when $f$ is non-negative, since then $|\tilde f(\mathbf G)|\le\int|f|\,d^3r=\tilde f(0)$; for a function that changes sign it can fail. This density changes sign, its overlap is suppressed by the cancellation in $E_0^{11}$, and at $G_x=1$ the larger coefficients $E_1^{11}$ and $E_2^{11}$ dominate the $x$ polynomial.

## Worked example: the same pair on a lattice

Place the pair in a simple cubic cell of edge $L=3$ bohr (in this section $L$ denotes the edge, not the total power), so that $2\pi/L=2.094395$ bohr$^{-1}$. In units of $2\pi/L$ take $\mathbf k=(0.25,0,0)$, $\mathbf k'=(0.5,0.25,0)$ and $\mathbf G=(1,0,1)$. Then $\mathbf Q=\mathbf G+\mathbf k'-\mathbf k=(1.25,\,0.25,\,1)$, which is $(2.617994,\,0.523599,\,2.094395)$ bohr$^{-1}$. The values, in bohr$^6$, are:

| quantity | value |
|---|---|
| term $\mathbf T=0$ of (12) | $0.02324891-0.00512070\,i$ |
| full sum (12) | $0.02893542+0.01365905\,i$ |
| quadrature of the Bloch sums over the cell | $0.02893542+0.01365905\,i$ |

The images change the sign of the imaginary part. One reason they are not negligible is the slow decay of the factor $e^{-\mu|\mathbf A-\mathbf B-\mathbf T|^2}$. The home term has squared separation $1+0.25+0.25=1.5$ bohr$^2$, and the image at $\mathbf T=(-3,0,0)$ has $4+0.25+0.25=4.5$ bohr$^2$, so its Gaussian factor is $e^{-0.48\cdot3}\approx0.24$ times that of the home term. The ratio of the full contributions also depends on the polynomial factors, which change with the separation, so the Gaussian factor alone does not give it: in modulus the term of this image is $0.63$ times the home term, and the term at $\mathbf T=(0,-3,0)$, whose relative Gaussian factor is only $0.056$, is $0.24$ times it.

At $\mathbf k=\mathbf k'=0$ the pair density at $\mathbf r_0=(0.3,\,1.1,\,2.4)$ bohr, evaluated from the real-space Bloch sums, is $-0.01323770$ bohr$^3$. The series (13), cut at $G_c$, reproduces it with these absolute errors:

| $G_c$ (bohr$^{-1}$) | waves | error (bohr$^3$) | $e^{-G_c^2/4p}$ |
|---|---|---|---|
| 4 | 27 | $6.0\times10^{-3}$ | $1.4\times10^{-1}$ |
| 8 | 251 | $5.2\times10^{-6}$ | $3.4\times10^{-4}$ |
| 12 | 751 | $2.4\times10^{-8}$ | $1.5\times10^{-8}$ |
| 16 | 1863 | $1.8\times10^{-14}$ | $1.3\times10^{-14}$ |

At $G_c=4$ the error is nearly half of the density itself. Over the whole range the error drops by more than eleven orders of magnitude and the envelope by thirteen, which is compatible with an extra growing power of $G_c$ as in the estimate above. The ratio of error to envelope is not smooth: in bohr$^3$ it is well below one at $G_c=4$, smaller still at $G_c=8$, and slightly above one at $12$ and $16$. The sum of the moduli of the omitted terms bounds the error and does not predict its value at a single point. The integral estimate of that sum is only a guide here, because in this small cell the envelope at these cutoffs falls by more than a factor of ten over one reciprocal spacing $2\pi/L$. The cause of the low value at $G_c=8$ was not examined.

## Worked example: the electron density of water

For a closed-shell determinant with real density matrix $D_{\mu\nu}$ over contracted functions $\varphi_\mu$, the density is $\rho=\sum_{\mu\nu}D_{\mu\nu}\varphi_\mu\varphi_\nu$ and its transform is

$$F(\mathbf G)=\sum_{\mu\nu}D_{\mu\nu}\,\widetilde{\varphi_\mu\varphi_\nu}(\mathbf G),$$

with each pair built from (1). The molecule is placed with O at the origin and H at $(\pm1.418419,\,0,\,1.108191)$ bohr, from a bond length of $1.8$ bohr and an angle of $104^\circ$; these are rounded values near the equilibrium geometry. Restricted Hartree–Fock in the 6-31G* basis with Cartesian $d$ functions has 19 basis functions and energy $-76.010637$ hartree. The values below belong to this mean-field density in this basis and are not converged with respect to the basis: in aug-cc-pVTZ at the same geometry the real parts at nonzero $\mathbf G$ move by up to $0.03$ and the imaginary parts by up to $0.04$ electrons, and the first moment $\int z\rho\,d^3r$ rises from $1.34$ to $1.43$ electron bohr.

| $\mathbf G$ (bohr$^{-1}$) | $F$ (electrons) |
|---|---|
| $(0,0,0)$ | $10.0000$ |
| $(1,0,0)$ | $7.2209$ |
| $(0,1,0)$ | $7.8072$ |
| $(0,0,1)$ | $7.3996-0.8740\,i$ |
| $(0,0,2)$ | $3.8776-0.4794\,i$ |
| $(1,0.5,1.5)$ | $4.4794-0.1016\,i$ |

One bohr$^{-1}$ is $1.889726$ Å$^{-1}$. The value at $\mathbf G=0$ is $\sum D_{\mu\nu}S_{\mu\nu}$, the number of electrons. For $\mathbf G$ along $x$ or $y$ the imaginary part $-\int\rho\sin(Gx)\,d^3r$ vanishes because the density is even under the mirror $x\to-x$, and likewise under $y\to-y$. No such mirror exists for $z$. To first order in $G_z$, $F=N-iG_z\int z\rho\,d^3r$. The slope $i\,dF/dG_z$, from a central difference of the formula, is $1.33912$ electron bohr, equal to the first moment from the position integrals. The linear term would give $-1.34$ at $G_z=1$ where the true imaginary part is $-0.87$, so $G=1$ bohr$^{-1}$ lies outside the linear regime. To second order the real part along $x$ is $N-\tfrac12G^2\int x^2\rho\,d^3r$, so a faster fall means a wider density in that direction. The ordering $7.22<7.81$ agrees with a density that is wider along the H–H direction than perpendicular to the molecular plane; the second moments were not computed, and at $G=1$ the second-order argument is only indicative.

If frozen copies of this density are placed on a lattice, $\rho_{\rm per}(\mathbf r)=\sum_{\mathbf T}\rho(\mathbf r-\mathbf T)$, the unfolding used for (12) with a single sum gives $\int_{\rm cell}\rho_{\rm per}e^{-i\mathbf G\cdot\mathbf r}d^3r=F(\mathbf G)$ at reciprocal vectors. This is a superposition model. A self-consistent crystal density needs (12) with $\mathbf k=\mathbf k'$, contracted with $\mathbf k$-dependent density matrices.

Integration of $\rho\,e^{-i\mathbf G\cdot\mathbf r}$ on an atom-centred grid differs from the formula by at most $1.5\times10^{-8}$ electrons in absolute terms over the wave vectors used.

The numerical check asserts the exponent identity behind (3), the Hermite form and (4) symbolically; (5), (6), the top coefficient in (8), (10), (11), the moments and the conjugation symmetry against quadrature; the failure of $(+iG)^t$ for odd $t$; (12) in a cubic and a triclinic cell for two cell origins, with the failure of the phase $e^{i\mathbf k\cdot\mathbf T}$; the convergence of (13); and the water transforms against the grid, the overlap matrix and an independent implementation in PySCF.

## Calculated quantities

```
1D i=2,j=1: |exact/top term - 1| at G=20, 40 bohr^-1: 0.1615 0.0802
[model] p_x at A, d_xy at B; a=0.8 b=1.2 p=2.0000 mu=0.4800 bohr^-2
A (bohr): 0.000000 0.000000 0.000000 | B: 1.000000 0.500000 -0.500000
P (bohr): 0.600000 0.300000 -0.300000
P-A (bohr): 0.600000 0.300000 -0.300000 | P-B: -0.400000 -0.200000 0.200000
G (bohr^-1): 1.000000 0.500000 1.500000 | (angstrom^-1): 1.889726 0.944863 2.834589
x: E0^00=0.61878339; E_t (bohr^(i+j+t)): 0.00618783 0.03093917 0.03867396
x: sum_t E_t(-iG)^t (bohr^(i+j)) = -0.03248613 -0.03093917i
y: E0^00=0.88692044; E_t (bohr^(i+j+t)): -0.17738409 0.22173011
y: sum_t E_t(-iG)^t (bohr^(i+j)) = -0.17738409 -0.11086505i
z: E0^00=0.88692044; E_t (bohr^(i+j+t)): 0.88692044
z: sum_t E_t(-iG)^t (bohr^(i+j)) = +0.88692044 +0.00000000i
product of polynomials (bohr^3) = +0.00206870 +0.00806183i
(pi/p)^(3/2) = 1.96870124 bohr^3
G^2 = 3.5000 bohr^-2, exp(-G^2/4p) = 0.64564853
G.P = 0.3000 rad, exp(-iG.P) = +0.95533649 -0.29552021i
FT formula    (bohr^6) = +0.00554034 +0.00901256i
FT quadrature (bohr^6) = +0.00554034 +0.00901256i
overlap, G=0  (bohr^6) = -0.00191654
[Bloch] cubic cell L = 3.0 bohr, 2pi/L = 2.094395 bohr^-1
k, k', G in 2pi/L: [0.25, 0.0, 0.0] [0.5, 0.25, 0.0] [1.0, 0.0, 1.0]
Q (bohr^-1): 2.617994 0.523599 2.094395
T=0 term        (bohr^6) = +0.02324891 -0.00512070i
lattice sum     (bohr^6) = +0.02893542 +0.01365905i
cell quadrature (bohr^6) = +0.02893542 +0.01365905i
k=k'=0 pair density at r0=(0.300000 1.100000 2.400000) bohr: -0.01323770 bohr^3
Gcut=4 bohr^-1: 27 waves, error 6.0e-03 bohr^3, exp(-Gcut^2/4p)=1.4e-01
Gcut=8 bohr^-1: 251 waves, error 5.2e-06 bohr^3, exp(-Gcut^2/4p)=3.4e-04
Gcut=12 bohr^-1: 751 waves, error 2.4e-08 bohr^3, exp(-Gcut^2/4p)=1.5e-08
Gcut=16 bohr^-1: 1863 waves, error 1.8e-14 bohr^3, exp(-Gcut^2/4p)=1.3e-14
[water] r_OH=1.8 bohr, angle=104.0 deg, O at origin, H at (+-1.418419, 0, 1.108191) bohr
RHF/6-31G* Cartesian: 19 functions, E = -76.010637 hartree
G=[0.0, 0.0, 0.0] bohr^-1: F = +10.000000 +0.000000i electrons
G=[1.0, 0.0, 0.0] bohr^-1: F = +7.220858 +0.000000i electrons
G=[0.0, 1.0, 0.0] bohr^-1: F = +7.807181 +0.000000i electrons
G=[0.0, 0.0, 1.0] bohr^-1: F = +7.399551 -0.873995i electrons
G=[0.0, 0.0, 2.0] bohr^-1: F = +3.877551 -0.479354i electrons
G=[1.0, 0.5, 1.5] bohr^-1: F = +4.479366 -0.101611i electrons
max |F formula - F grid| = 1.5e-08 electrons
int z rho: from i dF/dGz 1.339120, from integrals 1.339120 electron bohr
1 bohr^-1 = 1.889726 angstrom^-1
```
